\section*{Does a straight square-root Tauc segment establish an optical gap?}

\section*{Question}

I am practising Tauc analysis on a model spectrum for a 200 nm amorphous oxide film. I plot $\sqrt{\alpha}$ against photon energy $E$, where $\alpha$ is the absorption coefficient, fit a line to a part that looks straight, and read the gap where the line reaches zero.

Three windows, each 0.10 eV wide and centred at 3.05, 3.15 and 3.25 eV, all give $R^2=0.996$. Their intercepts are 2.85, 2.95 and 3.05 eV. Which one is the gap? If the segment is straight, doesn't that show that the square-root law holds there?

\section*{Answer}

None of the three can be taken as the gap. Across your windows the absorption behaves as an exponential tail, and the intercepts report where you placed the windows.

\subsection*{The tangent to an exponential}

I use your convention and leave out the photon-energy prefactor; the ordinate $\sqrt{\alpha E}$, which includes it, is treated below. Write the tail as
\begin{equation}
\alpha(E)=\alpha_c\,e^{(E-E_c)/E_U},\qquad
y(E)=\sqrt{\alpha}=\sqrt{\alpha_c}\,e^{(E-E_c)/(2E_U)} ,
\end{equation}
where $E_U$ is the Urbach energy and $\alpha_c$ is the absorption at the reference energy $E_c$. Within this law $E_c$ is not a threshold: replacing it by $E_c+\delta$ and $\alpha_c$ by $\alpha_c e^{\delta/E_U}$ leaves $\alpha(E)$ unchanged.

The tangent at $E_t$ is $y(E_t)+y'(E_t)(E-E_t)$. Setting it to zero gives the local intercept
\begin{equation}
E_i(E_t)=E_t-\frac{y(E_t)}{y'(E_t)} .
\end{equation}
For the exponential, $y'=y/(2E_U)$, so
\begin{equation}
E_i=E_t-2E_U .
\end{equation}
Each tangent reaches zero two Urbach energies below its own point of contact. Move that point by 0.10 eV and the apparent gap moves by 0.10 eV.

For a general smooth ordinate, differentiating the local intercept gives
\begin{equation}
\frac{dE_i}{dE}=1-\frac{y'^2-y\,y''}{y'^2}=\frac{y\,y''}{y'^2}.
\end{equation}
Two cases matter:
\begin{itemize}
\item If the offset $E-E_i=c$ is constant, then $y'/y=1/c$. Integration gives $y=Ke^{E/c}$, an exponential with $E_U=c/2$. The intercept moves one for one with energy.
\item If the intercept $E_i=E_g$ is constant, then $y'/y=1/(E-E_g)$. Integration gives $y=K(E-E_g)$, the square-root Tauc law. The intercept does not move.
\end{itemize}
What separates the two laws is thus how the intercept behaves as the window moves.

\subsection*{Why the exponential passes for a line}

Take a window of width $W$ centred at $E_m$, with uniform weight, and define
\begin{equation}
s=\frac{E-E_m}{2E_U},\qquad h=\frac{W}{4E_U},\qquad -h\le s\le h .
\end{equation}
Then $y=y(E_m)e^s$. Fit $a+bs$ to $e^s$ by minimizing $\langle(e^s-a-bs)^2\rangle$, where the brackets denote the average over the window. Since $\langle s\rangle=0$, the two conditions separate:
\begin{align}
a&=\langle e^s\rangle=\frac{1}{2h}\int_{-h}^{h}e^s\,ds=\frac{\sinh h}{h},\\
b&=\frac{\langle s e^s\rangle}{\langle s^2\rangle}.
\end{align}
The numerator follows from $\int s e^s ds=(s-1)e^s$:
\begin{equation}
\langle se^s\rangle=\frac{(h-1)e^h+(h+1)e^{-h}}{2h}
=\frac{M}{h},\qquad M=h\cosh h-\sinh h .
\end{equation}
With $\langle s^2\rangle=h^2/3$, this gives $b=3M/h^3$. The line vanishes at $s=-a/b$, and one unit of $s$ is $2E_U$ of energy, so the fitted intercept is
\begin{equation}
E_{\rm fit}=E_m-2E_U F(h),\qquad F(h)=\frac ab=\frac{h^2\sinh h}{3M}.
\end{equation}
For a narrow window, $\sinh h=h(1+h^2/6+\cdots)$ and $M=(h^3/3)(1+h^2/10+\cdots)$. Hence
\begin{equation}
F=1+\left(\frac16-\frac1{10}\right)h^2+\cdots=1+\frac{h^2}{15}+\cdots .
\end{equation}

The quality of the fit follows in the same way. The line accounts for a variance $b^2\langle s^2\rangle=3M^2/h^4$, and the total variance is $\langle e^{2s}\rangle-\langle e^s\rangle^2$. Therefore
\begin{equation}
R^2=\frac{3M^2/h^4}{\sinh(2h)/(2h)-\sinh^2 h/h^2}.
\end{equation}
To see its size, expand $e^s=1+s+s^2/2+\cdots$. To leading order, the part that a line cannot follow is $s^2/2-h^2/6$, whose mean square is
\begin{equation}
\frac14\left(\langle s^4\rangle-\langle s^2\rangle^2\right)
=\frac14\left(\frac{h^4}{5}-\frac{h^4}{9}\right)=\frac{h^4}{45}.
\end{equation}
Dividing by the leading total variance, $h^2/3$, gives $1-R^2\simeq h^2/15$.

Neither $F$ nor $R^2$ contains $E_m$. For a fixed window width, every position in the tail gives an equally good line and a different ``gap''. Within the tail, a high $R^2$ says only that the window is narrow compared with $4E_U$; it does not identify the law.

\subsection*{Your three windows}

Each of your intercepts lies 0.20 eV below its window centre, so $E_U=0.10$ eV. The intercepts and $R^2$ fix neither the size of the absorption nor the upper end of the tail. For these I assume that the tail ends at 3.30 eV, with $\alpha=10^4\ \mathrm{cm^{-1}}$ there. Then $h=0.10/(4\times0.10)=0.25$, and the leading estimate is $1-R^2\simeq0.0625/15=0.0042$, in line with the computed $R^2=0.9959$. For the middle window,
\begin{equation}
E_{\rm fit}\simeq3.15-0.20\,(1+0.0042)=2.949\ \mathrm{eV}.
\end{equation}

Would a measurement reveal the curvature? Convert the fitted line back to absorption, and compare the largest error in optical depth $\alpha d$, with $d$ the film thickness, with an assumed relative transmittance uncertainty of 0.5\%. Because $T\propto e^{-\alpha d}$ to a good approximation once reflection has been removed, a small change in $\alpha d$ nearly equals the relative change in $T$ in magnitude. For a film of index 2.0 on glass, multiple reflections make the change in $T$ about 10\% larger in these windows, which does not alter the comparison.

\begin{center}
\begin{tabular}{cccc}
Centre (eV) & $\alpha$ (cm$^{-1}$) & Intercept (eV) & Misfit in $\alpha d$\\
3.05 & 821 & 2.849 & 0.0009\\
3.15 & 2231 & 2.949 & 0.0025\\
3.25 & 6065 & 3.049 & 0.0068
\end{tabular}
\end{center}

In the lower two windows the misfit is below the uncertainty of 0.005, so the curvature stays within the error of a single reading. In the upper window it is slightly larger and could show in the residuals. Your model spectrum has no noise. In a measurement, random scatter of 0.5\% would be about 30\% of $\alpha d=0.016$ at 3.05 eV, so it would lower $R^2$ well below 0.996 there. With 11 to 41 points per window, such scatter gives typical $R^2$ values of about 0.5, 0.9 and 0.98 in the three windows, and spreads the lowest intercept by 0.04 to 0.07 eV. Doubling the width to 0.20 eV lowers $R^2$ only to 0.984, which can still look straight by eye.

\subsection*{When there is a gap above the tail}

The argument does not say that the material has no gap. Suppose that above $E_c$ the absorption follows $\alpha=B(E-E_g)^2$. A smooth join requires equal values and equal slopes, hence equal logarithmic slopes:
\begin{equation}
\frac{2}{E_c-E_g}=\frac1{E_U}
\quad\Longrightarrow\quad E_c=E_g+2E_U .
\end{equation}
With the assumed upper end of the tail at 3.30 eV, this gives $E_g=3.30-0.20=3.10$ eV. Equal values then fix $B=\alpha_c/(2E_U)^2=10^4/0.04=2.5\times10^5\ \mathrm{cm^{-1}\,eV^{-2}}$.

Among the tangents to the tail, the one at the join alone gives $E_g$. A tangent at $E_t<E_c$ gives
\begin{equation}
E_t-2E_U=E_g-(E_c-E_t),
\end{equation}
which is too low by the distance to the join. Your three window centres lie 0.25, 0.15 and 0.05 eV below it, and the intercepts fall short of 3.10 eV by these amounts, apart from the 1 meV finite-width correction. In this joined model, windows centred at 3.40, 3.50 and 3.60 eV all return 3.10 eV, as they must where $\sqrt\alpha$ is a line.

So slide the window. An intercept that travels one for one with it signals exponential behaviour over the range sampled; a tail whose logarithmic slope changes only slowly, such as the far wing of a Gaussian-broadened edge, can look nearly the same over 0.2 eV. Slower travel can have other causes: for $\alpha\propto(E-E_g)^3$ the intercept moves by one third of the window shift. An intercept that stays put over a range much wider than $2E_U$ supports the square-root law. It is still not a proof of a gap in the density of states, because the law itself rests on assumed band shapes and matrix elements.

\subsection*{What can disturb this test}

\textbf{Photon-energy prefactor.} For $y=\sqrt{\alpha E}$,
\begin{equation}
\frac{y'}y=\frac12\left(\frac1{E_U}+\frac1E\right),\qquad
E_t-E_i=\frac{2E_UE_t}{E_t+E_U}.
\end{equation}
The offset is smaller than $2E_U$ by $2E_U^2/(E_t+E_U)$. At 3.15 eV this is $0.02/3.25\ \mathrm{eV}\simeq6$ meV, which is small beside the 0.10 eV steps between your windows. Above the tail the choice of ordinate matters more: if $\alpha=B(E-E_g)^2$ with $E_g=3.10$ eV, plotting $\sqrt{\alpha E}$ gives intercepts of about 3.11 eV at 3.40 eV and 3.13 eV at 3.60 eV. State the ordinate together with the gap.

\textbf{Residual absorption.} If a constant $b_0$ is added to $\alpha$, then $y=\sqrt{\alpha+b_0}$ and $y'/y=\alpha/[2E_U(\alpha+b_0)]$. Thus
\begin{equation}
E_i=E_t-2E_U\left(1+\frac{b_0}{\alpha}\right),\qquad
\frac{dE_i}{dE_t}=1+\frac{2b_0}{\alpha},
\end{equation}
where the second result uses $d(1/\alpha)/dE=-1/(E_U\alpha)$. A constant 0.5\% transmittance error in a 200 nm film gives $|b_0|=0.005/(2\times10^{-5}\,\mathrm{cm})=250\ \mathrm{cm^{-1}}$. In the lowest window it shifts the fitted intercept by about 0.06 eV, downward for positive $b_0$. Across your windows the intercept then travels 0.25 eV for positive $b_0$ and 0.15 eV for negative $b_0$, instead of 0.20 eV.

The negative sign exposes a weakness of the test. Where $\alpha=2|b_0|$, here $500\ \mathrm{cm^{-1}}$, the local intercept is momentarily stationary. An over-subtracted background can therefore imitate a gap over a short range, which is why the plateau must be wide and lie well above the background error.

\textbf{Reflection.} Take a transparent film of index $n=2.0$ on glass of index $n_s=1.5$, at normal incidence and without the rear glass face. At the worst interference phase the film is a quarter-wave layer, which makes the glass act like a medium of index $n^2/n_s$. The reflectance is
\begin{equation}
R_{\max}=\left(\frac{n_s-n^2}{n_s+n^2}\right)^2=\left(\frac{-2.5}{5.5}\right)^2=0.207,
\end{equation}
against 0.040 for bare glass. Read as absorption, the difference is $-\ln(0.7934/0.9600)/d\simeq9.5\times10^3\ \mathrm{cm^{-1}}$, more than $\alpha$ at any of your three window centres. This is a bound, not the value at every energy. For exactly 200 nm and $n=2.0$, the round-trip path $2nd=800$ nm is two wavelengths at 3.10 eV, so there the film reflects like bare glass. By 3.60 eV its reflectance, still without absorption, has risen to about 0.17. Such a change across the spectrum distorts the intercepts, so reflection has to be removed before any Tauc fit.

\textbf{Temperature.} If $E_U$ grows by $k\Delta T$, which is an assumption, 50 K adds 4.3 meV to it and lowers the intercept at a fixed tangent energy by twice that, about 9 meV.

\subsection*{Relation to real films}

The parameters are round numbers in the regime of amorphous In--Ga--Zn oxide, for which an optical gap of roughly 3 eV and an Urbach energy of the order of 0.1 eV are reasonable rough values; both depend on deposition and annealing. The assumption most at risk is a single exponential down to the lowest window. Absorption by defects below the edge adds to the tail. If it were constant at $250\ \mathrm{cm^{-1}}$, it would lower the first intercept by the 0.06 eV found above; a defect band that varies with energy would need its own model.

For a film like this one, with reflection corrected, I would quote a Tauc gap only from windows above the tail, and state the fit range and how far the intercept moves when the range is shifted. The usable range has an upper limit too: in the joined model $\alpha d=3.2$ at 3.9 eV, so only about 4\% of the light gets through, and stray light or detector noise can then distort $\alpha$. A thinner film extends the range upward, but the same transmittance error then means a larger error in $\alpha$. The numerical output below lists the fits and the size of the main corrections.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Urbach energy: 0.10 eV
Upper end of tail: 3.30 eV
Absorption there: 10000 1/cm
Film thickness: 200 nm
Gap implied by smooth join: 3.10 eV
Quadratic-law factor B: 2.5e+05 1/(cm eV^2)
Window width: 0.10 eV; h = 0.250
Assumed transmittance error: 0.5 %
Tail window centred at 3.05 eV:
  absorption at centre: 821 1/cm
  tangent intercept: 2.850 eV
  fitted intercept: 2.8492 eV, R^2 = 0.9959
  largest optical-depth misfit: 0.00092
Tail window centred at 3.15 eV:
  absorption at centre: 2231 1/cm
  tangent intercept: 2.950 eV
  fitted intercept: 2.9492 eV, R^2 = 0.9959
  largest optical-depth misfit: 0.00250
Tail window centred at 3.25 eV:
  absorption at centre: 6065 1/cm
  tangent intercept: 3.050 eV
  fitted intercept: 3.0492 eV, R^2 = 0.9959
  largest optical-depth misfit: 0.00680
Intercept travel over tail windows: 0.200 eV
R^2 for a 0.20 eV tail window: 0.9837
Control window 3.40 eV: intercept 3.1000 eV
Control window 3.50 eV: intercept 3.1000 eV
Control window 3.60 eV: intercept 3.1000 eV
Neglected effects (shift of fitted intercept):
  prefactor, 3.05 eV: +6.3 meV
  prefactor, 3.15 eV: +6.1 meV
  prefactor, 3.25 eV: +5.9 meV
  residual absorption size: 250 1/cm
  residual +250 1/cm: -60.7, -22.4, -8.3 meV
    intercept travel then: 0.252 eV
  residual -250 1/cm: +62.0, +22.6, +8.3 meV
    intercept travel then: 0.146 eV
  film and glass indices: 2.0, 1.5
  worst film reflectance: 20.7 %
  bare-glass reflectance: 4.0 %
  false absorption if uncorrected: 9531 1/cm
  assumed E_U rise for 50 K: 4.3 meV
  resulting tangent shift: -8.6 meV
\end{verbatim}
